Why a narrow in-plane region can invert a racetrack domain

**Q:** I have a perpendicular racetrack with a short stretch whose easy direction has been changed to in-plane. Interfacial DMI is said to make the domains on its two sides opposite. What energy decides that?

**A:** Take a one-dimensional track along x, with z normal to the film. Let the magnetization stay in the xz plane for now, and write

m = (−sin θ, 0, cos θ).

Up is θ = 0 and down is θ = π. If θ rises from 0 to π, the spins pass through −x, so the sequence is up, left, down.

The exchange stiffness A and the DMI constant D are uniform. The effective anisotropy K(x), with local demagnetization included, equals K outside the region and −k inside it, with K and k positive. The energy per cross-section is

E = ∫ [A|m′|² + K(x)(1 − m_z²) + D(m_z m_x′ − m_x m_z′)] dx.

A prime means d/dx. Since m_x′ = −cos θ θ′ and m_z′ = −sin θ θ′, the exchange term is Aθ′², and the DMI bracket is

−cos²θ θ′ − sin²θ θ′ = −θ′.

Therefore

E = ∫ [Aθ′² + K(x) sin²θ − Dθ′] dx.

The last term integrates to −D times the total change of θ. With D > 0, opposite domains joined by a rising half-turn gain πD. Parallel domains joined without a net turn gain nothing.

**Q:** That gain would exist for any domain wall. Why does the track need the in-plane region?

**A:** A half-turn also costs exchange and anisotropy energy. In a plain track, the equation for a stationary profile is 2Aθ″ = K sin 2θ. Multiplying by θ′ and integrating gives Aθ′² = K sin²θ, because both sides vanish deep in a domain. Exchange and anisotropy then contribute equally, and the wall costs

∫ 2Aθ′² dx = 2√(AK) ∫₀^π sin θ dθ = 4√(AK).

With DMI, a free wall has energy 4√(AK) − πD. If D is below 4√(AK)/π, this is positive and the plain track prefers parallel domains. The in-plane region lowers the cost of a half-turn held there, so the same DMI can prefer opposite domains across it.

**Q:** Can that reduced cost be calculated without guessing the wall shape?

**A:** Yes. Put the region between −w/2 and w/2, and let θ_b be the angle at its left edge. By symmetry the angle is π/2 at the centre and π − θ_b at the right edge. Outside, Aθ′² = K sin²θ as before. Inside, the anisotropy has the opposite sign, so the integrated equation is

Aθ′² = C − k sin²θ.

With A and D uniform, θ′ is continuous at the edge. Equating the two expressions there gives C = (K + k) sin²θ_b. The width fixes θ_b, since dx = dθ/θ′:

w = 2√A ∫ dθ / √(C − k sin²θ), from θ_b to π/2.

The two outer parts of the wall cost 2 × 2√(AK)(1 − cos θ_b). Inside, the energy density without DMI is Aθ′² − k sin²θ = 2Aθ′² − C. Integrating it over the region and adding the outer parts gives

E₁ = 4√(AK)(1 − cos θ_b) + 4√A ∫ √(C − k sin²θ) dθ − Cw,

with the same limits. The untwisted parallel state has energy zero if it is uniform, so the preference for opposite domains is

P = πD − E₁.

Positive P is the condition for the static coupling you described, as long as the uniform state is the lowest parallel state. In a wider region a full turn centred there can lie lower. With the numbers used below, its energy drops under zero beyond about 27 nm, but up to about 30 nm it is a saddle that sheds one wall. At 40 nm it is held, and P then overstates the preference. Measured against that state, the preference falls to about 2.1 mJ/m² at 40 nm and 0.4 mJ/m² at 60 nm, and by 80 nm parallel domains are favoured. The sign is not final: among planar states, three held half-turns make opposite domains lower again, by about 0.5 mJ/m² at 140 nm.

For a very narrow region the wall centre fills it, and sin²θ is nearly 1 there. To first order in w, replacing K by −k then lowers the wall energy by (K + k)w:

E₁ ≈ 4√(AK) − (K + k)w.

The preference therefore changes sign near w = [4√(AK) − πD]/(K + k).

**Q:** When is the parallel state really uniform? The region is supposed to be in-plane.

**A:** A short region can be held upright by its perpendicular neighbours. Give the uniform state a small tilt η. At the limit of stability, Aη″ = Kη outside and Aη″ = −kη inside. The softest tilt is cos(qx) inside, with q = √(k/A), and decays as exp(−|x|/Δ) outside, with Δ = √(A/K). Matching η′/η at the edge gives q tan(qw/2) = 1/Δ, so

w₀ = 2√(A/k) arctan √(K/k).

DMI does not change this limit: its term linear in the tilt is a total derivative, and it has no quadratic term. Below w₀ the uniform parallel state is stable against small tilts. "In-plane region" then describes its anisotropy and its magnetization between opposite domains, not its magnetization in every state.

**Q:** Could the region satisfy both sides by twisting within the film plane?

**A:** Only if it is long and the DMI is weak. Between two up domains, DMI asks for left magnetization at the left edge and right magnetization at the right edge. A region that turned from left to right could take the edge gain twice, πD/2 each time, and so match the DMI gain of opposite domains. A uniform turn by π within the film costs

A(π/w)² w = π²A/w.

Equating this to πD gives w = πA/D as an estimate of the length above which the region no longer acts as one spin. It is not a sharp limit. Nor need the turn stay in the plane. For m along y, tilts m_x = a cos qx and m_z = c sin qx cost ½[Aq²a² + (Aq² + k)c²] − Dqac on average, which can be negative once D² > Ak. With the numbers used below, √(Ak) = 0.89 mJ/m² is well under D, and an in-plane twist started in a 40, 60 or 100 nm region relaxes into a full turn through down. With D = 0.8 mJ/m² and w = 100 nm the twist survives, tilted to m_z ≈ −0.3.

**Q:** Please put numbers in.

**A:** I take round parameters in the rough regime of Pt/Co/AlOx: A = 16 pJ/m, K = 0.15 MJ/m³, k = 0.05 MJ/m³, D = 1.8 mJ/m² and w = 10 nm.

The plain wall costs 4√(AK) = 6.197 mJ/m², and the DMI gain is πD = 5.655 mJ/m². A free wall therefore still costs 0.542 mJ/m². For the held half-turn, θ_b = 65.4°. Its outer parts cost 6.197 × (1 − 0.417) = 3.61 mJ/m², and the part inside brings E₁ to 4.326 mJ/m². Hence

P = 5.655 − 4.326 ≈ 1.33 mJ/m².

Direct minimization on a grid gives E₁ = 4.325 mJ/m². When all three spin components were free and the wall started with its centre along y, it relaxed to m_x = −0.994 in the two grid cells 1.25 nm on either side of the centre, which corresponds to −1 at the centre itself, for up on the left and down on the right. DMI thus selected the assumed sense of rotation.

The preference begins at w = 2.73 nm; the first-order estimate gives 0.542/0.2 = 2.71 nm. The uniform parallel state is stable up to 37.5 nm. An in-plane twist would cost about 15.8 mJ/m² at 10 nm, well above πD, and the two become equal near 28 nm.

**Q:** So the output is opposite to the input at rest. Is that already an inverter?

**A:** It supplies the two rows of the truth table. One state is up, left, down. Adding π to θ everywhere gives down, right, up, with the same energy. But a gate must also move from one row to the other when its input changes.

Suppose the input is down and the output is up. A wall arrives from the left with an up domain behind it. After a successful operation the input is up, the output is down, and a wall travels away to the right. There is one held wall and one free wall both before and after. If the free walls are far away, the static energy is unchanged, apart from any change in the outer domains' energy in an applied field. The energy difference P does not by itself drive the operation.

**Q:** What happens if the arriving wall simply disappears into the region?

**A:** The track is left in the parallel state. In the example this lies P − [4√(AK) − πD] = 0.787 mJ/m² above a held wall plus an emitted wall. Emission would therefore lower the energy, but the uniform parallel state is locally stable, so the wall need not appear. The useful process keeps both walls: the arriving one takes the place of the held one.

**Q:** How does a current make that exchange?

**A:** Consider the damping-like spin–orbit torque. Written as a field, it is b m × p, where p is the spin polarization. Choose the current direction so that p = −y. Then

m × p = (m_z, 0, −m_x) = (cos θ, 0, sin θ) = −∂m/∂θ.

The torque pushes θ downwards everywhere, with a force density f = M_s b, where M_s is the saturation magnetization. A rising profile whose θ decreases at each point moves to the right. This holds both for a wall from up to down and for the next wall from down to up, provided both have the DMI-selected sense.

For a current density J in the heavy metal, a magnetic film of thickness t and a spin Hall angle θ_SH, complete absorption of the transverse spin current gives

f = ħ θ_SH J / (2et).

A stationary planar profile now obeys

2Aθ″ − K(x) sin 2θ − f = 0.

**Q:** Why should the current release the held wall but then keep the new one?

**A:** Multiply the equation by θ′ and integrate along the track. The exchange term is the derivative of Aθ′² and gives zero, since θ′ vanishes at both ends. The force term gives −fNπ when N walls are present. The anisotropy term is −∫ K(x) d(sin²θ). Write s_L and s_R for sin²θ at the left and right edges, and s for its common value in the slightly tilted outer domains. Then

∫ K(x) d(sin²θ) = K(s_L − s) − k(s_R − s_L) + K(s − s_R) = (K + k)(s_L − s_R).

The balance is therefore

Nπf = (K + k)(s_R − s_L).

The right side cannot exceed K + k. One held wall thus requires f ≤ (K + k)/π. With a second wall pressing from behind, f ≤ (K + k)/(2π), because the region must resist the force on both. These are upper bounds, not the thresholds themselves.

With the round values M_s = 1 MA/m, t = 1.5 nm and θ_SH = 0.15, the numerical thresholds on a 2.5 nm grid are f₁ = 37.6 kJ/m³ for one wall and f₂ = 22.7 kJ/m³ for two; the continuum values are up to 0.2 kJ/m³ lower, 37.5 and 22.6. The bounds are 63.7 and 31.8 kJ/m³. The corresponding currents are 1.14 and 0.69 × 10¹² A/m². Between them, the pair gives way but a single wall can be held.

**Q:** Might the second wall follow the first straight through?

**A:** Not in overdamped planar motion below f₁. In that limit ∂θ/∂t is proportional to 2Aθ″ − K(x) sin 2θ − f. Let θ_s be the stationary profile of one held wall at the same current. With an additional wall on its left, the initial θ lies above θ_s. If the two profiles were to touch later, their difference would have a minimum of zero there. Its second derivative could not be negative, and the other terms would cancel, so the difference could not be driven below zero. The moving profile stays above θ_s, and at most one wall can leave.

Real magnetization has inertia-like behaviour, because a moving wall tilts out of the xz plane. The planar argument must therefore be checked with the full Landau–Lifshitz–Gilbert (LLG) equation.

**Q:** Does inversion survive there?

**A:** In a limited range. The runs lasted 3.5 ns, with the other parameters of the 10 nm region held fixed:

- Damping 0.3: inversion at 0.7 and 0.8 × 10¹² A/m², failure from 0.9 upwards.
- Damping 0.5: inversion from 0.7 to 1.0, failure at 1.2 and 1.4.
- Damping 1.0: no output yet at 0.7, inversion from 0.8 to 1.0, failure at 1.2 and 1.4.

The last damping is a strongly damped test case, not a material value. Thin Pt/Co films often have damping below 0.3, and there this region does worse. Over 3 ns at damping 0.2, the arriving wall waited at 0.5 and 0.6, and both walls passed at 0.65, 0.7 and 0.8. At damping 0.1 and 0.05, none of these five currents gave inversion. In every failure listed, a down domain passed the output probe but the final inverted state was not kept. At 1.2 and 1.4 the current exceeds the planar holding limit of 1.14, so loss of the held wall is expected. At damping 0.3 the failures begin below that limit. I suspect that the second wall overshoots the region; the improvement with damping fits this, but I have not isolated the cause.

At damping 0.3 and 0.8 × 10¹² A/m², the input and output values of m_z changed from −1.00, +1.00 to +1.00, −1.00. Starting with the reversed input gave the other row, from +1.00, −1.00 to −1.00, +1.00.

**Q:** What does DMI do during the motion? It has vanished from your planar equation.

**A:** It pulls the walls back towards that plane and fixes their sense. The torque on the magnetization is

−γ m × (b m × p) = γb[p − m(m·p)],

which turns a wall centre towards p, here −y. Once the centre points along p, m × p is zero there and the drive on it is lost. DMI opposes this turn by favouring m along x. With D set to zero at the same current and damping, m_z went from −1.00, +1.00 to −0.99, +1.00: neither side was inverted.

**Q:** Then a stronger static preference should give a better gate?

**A:** Not necessarily. A 30 nm region with D = 1.6 mJ/m² shows the difference. Let E₂ be the energy, without DMI, of two half-turns placed symmetrically at the region; at 30 nm this state is stationary but marginally unstable to one wall leaving. It follows from the integrals for E₁ with the upper limit π instead of π/2, and equals 10.697 mJ/m². Bringing the second wall from far away into this state costs E₂ − E₁ − 4√(AK) = 2.617 mJ/m². Hence, for this region,

E₁ = 10.697 − 6.197 − 2.617 = 1.883 mJ/m².

Here πD = 5.027 mJ/m², so P = 3.14 mJ/m², more than twice the value of the 10 nm example. Yet at damping 0.3 the walls unwound at all three currents tried, 0.8, 1.0 and 1.4 × 10¹² A/m², and no inverted output remained.

The energies show why unwinding is possible. With DMI, the symmetric two-wall state has energy 10.697 − 2 × 5.027 = 0.64 mJ/m², above the uniform parallel state at zero. Once the walls are squeezed together, losing both can lower the energy. This allows unwinding but does not decide it: in the working 10 nm example, a pair with θ = π at the centre costs at least about 2 × 0.542 = 1.08 mJ/m², also above zero, and there the walls survive. My conjecture is that the down domain between them tips over easily because it lies where the anisotropy is in-plane. Both w and D differ from the working example, so this comparison does not measure the effect of width alone. Changing one at a time, at damping 0.3 and over 3.5 ns, 10 nm with D = 1.6 mJ/m² inverts at 0.8, and 30 nm with D = 1.8 mJ/m² inverts at 0.8, 1.0 and 1.4 × 10¹² A/m²; among these cases only the wide region with the weaker DMI unwinds.

**Q:** How much of this should I carry over to a real Pt/Co/AlOx track?

**A:** The mechanism, with its conditions, more than the numbers. A DMI constant of one to two mJ/m² and currents near 10¹² A/m² are a reasonable rough regime for thin Pt/Co films. Only part of that DMI range works in the 10 nm example: P is positive for D above E₁/π = 1.38 mJ/m², and the plain track needs D below 1.97 mJ/m². At damping 0.3 and 0.8 × 10¹² A/m², D = 1.4 mJ/m² still inverts, while at 1.0 and 1.2 mJ/m² both walls pass through. Interfacial DMI falls roughly as 1/t, and 1.8 mJ/m² at 1.5 nm, a product of 2.7 pJ/m, is high for Pt/Co; values nearer 1 mJ/m² are more usual at this thickness. With D = 1.1 mJ/m², regions of 30 and 50 nm have positive P, yet at damping 0.3 the walls unwound within 2 ns at the currents tried (0.8 and 1.2 × 10¹² A/m² for 30 nm, 0.8 and 1.4 for 50 nm). A 10 nm region is small for patterning, where tens of nanometres are more natural. In this model the effect of enlarging it depends on D: at 30 nm the walls unwound with D = 1.6 mJ/m² but the output was inverted with D = 1.8 mJ/m², and the planar current window of a 30 nm region, 0.78 to 1.89 × 10¹² A/m², is wider than that of the 10 nm one.

The most serious omission in the energies is the nonlocal dipolar field. For the held wall with 500 nm domains in a laterally wide film, it changes the opposite-minus-parallel energy by −1.85 mJ/m². This is larger than P itself and also favours opposite domains. It grows slowly with domain length, from −1.29 mJ/m² at 200 nm to −2.27 mJ/m² at 1000 nm. A finite track width cuts it down: in a track 200 nm wide it is only −0.7 to −0.9 mJ/m² for 500 nm domains, depending on whether K refers to the extended film or to the track. That is smaller than P, and it changes by less than 0.2 mJ/m² between 200 and 1000 nm domains. For 500 nm domains it does not replace DMI even in the wide film: without DMI, the same wall profile would still cost 4.33 − 1.85 = 2.48 mJ/m². In the wide film the term keeps growing as the logarithm of the domain length, and for this profile it would outweigh 4.33 mJ/m² only for domains tens of micrometres long. A wall whose centre turned towards y would avoid the magnetic charges inside it and cost somewhat less, which this estimate leaves out. But a correction of similar size to a free wall would exceed its 0.54 mJ/m² energy, so uniform domains might be only metastable. The LLG runs omit this field, and their current window is not a device prediction.

The DMI may also differ inside the region. If it is 20% lower there, the unchanged wall profile loses 0.31 mJ/m², leaving P near 1.0 mJ/m². A real track 200 nm wide also lets walls bend and reverse first at an edge. The one-dimensional model cannot say how far that shifts the currents.

**Q:** And heat? Is the preference large compared with thermal energy?

**A:** For a track 200 nm wide and 1.5 nm thick,

1.328 × 10⁻³ J/m² × 3.0 × 10⁻¹⁶ m² = 3.98 × 10⁻¹⁹ J,

or 2.5 eV. That is about 96 times kT at 300 K. It is an energy difference between two states, not the barrier that sets retention or error rates.

Joule heating is more pressing. At 0.8 × 10¹² A/m², with a rough resistivity of 30 μΩ cm and a heat capacity of 3 MJ/(m³ K), the metal would warm by 64 K/ns if no heat escaped. Over 3.5 ns that would be about 220 K. Heat flow into the substrate reduces the rise, but the calculation holds the material parameters at fixed values. The Oersted field of a 5 nm metal layer is about 2.5 mT, roughly a tenth of the 26 mT torque field.

**Q:** If my device fails, what should I look at first?

**A:** Look at where the walls are after the pulse. Within this model, a wall still waiting at the region points to too little current, too short a pulse, or almost no DMI: with D = 0 the wall stalls even at 1.4 × 10¹² A/m². If both walls have gone through, the current is above what the region can hold, or the motion is too weakly damped at that current, or the DMI is too weak. If both have vanished and the track is uniform, they have unwound, unless they were driven out at the end of the track, and a larger static preference need not cure unwinding.

Table of computed values

```
A 16 pJ/m; K 0.15, k 0.05 MJ/m3
D 1.8 mJ/m2; Ms 1.0 MA/m; film 1.5 nm
region 10 nm; track 200 nm; spin Hall 0.15
wall width parameter sqrt(A/K): 10.33 nm
wall energy without DMI 4sqrt(AK): 6.197 mJ/m2
DMI gain of a half-turn pi*D: 5.655 mJ/m2
free-wall energy with DMI: 0.542 mJ/m2
critical DMI of plain track 4sqrt(AK)/pi: 1.972 mJ/m2
edge angle theta_b: 65.38 degrees
E1, quadrature: 4.326 mJ/m2
E1, grid minimum: 4.325 mJ/m2
E2 of 30 nm region, quadrature: 10.697 mJ/m2
E2 of 30 nm region, symmetric grid minimum: 10.696 mJ/m2
30 nm contact energy E2-E1-4sqrt(AK): 2.617 mJ/m2
preference for opposite domains: 1.328 mJ/m2
opposite state, 3-component energy: -1.324 mJ/m2
parallel state, 3-component energy: 0.000 mJ/m2
m_x at center, up on left and down on right: -0.994 (no unit)
parallel minus (held + emitted wall): 0.787 mJ/m2
lower width for opposite preference: 2.73 nm
width limit of uniform parallel state: 37.47 nm
in-plane twist estimate pi^2*A/w: 15.791 mJ/m2
edge-force identity, left side pi*f: 59.136 kJ/m3
edge-force identity, right side: 58.998 kJ/m3
single-wall threshold f1: 37.65 kJ/m3
two-wall threshold f2: 22.74 kJ/m3
upper bound on f1: 63.66 kJ/m3
upper bound on f2: 31.83 kJ/m3
planar lower current J2: 0.691 10^12 A/m2
planar upper current J1: 1.144 10^12 A/m2
LLG outcomes after 3.5 ns, J in 10^12 A/m2:
I inverted; N no output yet; P down domain passed, not kept; U unwound
  damping 0.3: 0.7 I, 0.8 I, 0.9 P, 1.0 P, 1.2 P, 1.4 P
  damping 0.5: 0.7 I, 0.8 I, 0.9 I, 1.0 I, 1.2 P, 1.4 P
  damping 1.0: 0.7 N, 0.8 I, 0.9 I, 1.0 I, 1.2 P, 1.4 P
  30 nm, D 1.6 mJ/m2, damping 0.3: 0.8 U, 1.0 U, 1.4 U
working point: damping 0.3, J 0.8 10^12 A/m2
first input: m_z in,out -1.00,+1.00 -> +1.00,-1.00
reversed input: m_z in,out +1.00,-1.00 -> -1.00,+1.00
first input, D=0: m_z in,out -1.00,+1.00 -> -0.99,+1.00
torque field at working point: 26.3 mT
preference for whole cross-section: 2.49 eV
same, over kT at 300 K: 96 (no unit)
neglected nonlocal dipolar, opposite-parallel: -1.850 mJ/m2
preference lost if D is 20% lower inside: 0.309 mJ/m2
Oersted field, 5 nm metal: 2.51 mT
heating inputs: 30 uOhm cm, 3 MJ/(m3 K)
heating without heat loss: 64.0 K/ns
```
